# Comment on transferring a parabolic growth constant between diffusion couples

**The argument under review**

The argument concerns two compounds, $\beta$ and $\gamma$, that form between elements A and B, with $\gamma$ the richer in B. A layer of $\beta$ is grown between A and $\gamma$, and its thickness $w_\beta$ obeys $w_\beta^2=k_\beta t$. The author takes $k_\beta$ as a property of $\beta$ at the given temperature and uses it to predict the thickness of $\beta$ in a couple of A and B. A thinner layer there is then read as evidence that atoms move more slowly through $\beta$ in the second couple.

The last inference needs a relation between $k_\beta$ and transport in $\beta$, which the argument does not supply. The question is whether $k_\beta$ can change when transport through $\beta$ does not.

**What must be held fixed**

Let $N$ be the atom fraction of B, with $N_\beta<N_\gamma$ the compositions of the two compounds. Transport through $\beta$ is measured by its integrated diffusivity,
$$D_\beta=\int_\beta \tilde D\,dN ,$$
the interdiffusion coefficient $\tilde D$ integrated over the composition range present in the layer. The limits of that range are set by equilibrium with the neighbours of $\beta$. A fair comparison therefore keeps the neighbours the same. Three couples do so, all with A on the left:

- A|$\gamma$, in which $\beta$ grows between its end members;
- A|B, in which $\beta$ and $\gamma$ both grow;
- A|compact, where the right side is a dense, fine-grained, equilibrated mixture of $\beta$ and $\gamma$.

In each, the $\beta$ layer lies between equilibrium with A and equilibrium with $\gamma$. With temperature and the microstructure of the layer also held fixed, $D_\beta$ is the same. In the third couple "the layer" means the zone free of $\gamma$.

I assume planar layers, local equilibrium at every interface, growth limited by diffusion, end members too thick to be used up, and negligible solubility in A and B. The phases are narrow in composition, and at first every atom occupies the same volume.

**One growing layer**

Let $q$ be the flux of B towards the left, multiplied by the volume per atom, so that $q$ is a velocity. Since $N$ increases to the right, Fick's law reads $q=\tilde D\,dN/dx$. A narrow phase can store little B, so $q$ is nearly uniform across it. Integrating over the layer gives
$$q_\beta w_\beta=D_\beta .$$

Consider an interface at $x_j$, with composition $N_L$ on its left and $N_R$ on its right. If it moves right by $dx_j$, material of composition $N_R$ becomes material of composition $N_L$, and the B content falls by $(N_R-N_L)dx_j$. Flux arrives from the right and leaves to the left, so
$$q_R-q_L=-(N_R-N_L)\dot x_j. \tag{1}$$

Let the right end member have mean composition $N_+$: $N_\gamma$ for pure $\gamma$, or a value between $N_\beta$ and $N_\gamma$ for the compact. I take a pure $\gamma$ end member to start at its composition limit with $\beta$. The chemical potentials inside either end member are then uniform, and no flux runs there. A $\gamma$ end member richer in B would supply some flux and slow the growth of $\beta$, an effect that vanishes as the homogeneity range of $\gamma$ goes to zero at fixed $D_\gamma$. It vanishes slowly: in the worked case below, with phases 0.01 wide in atom fraction, starting $\gamma$ at its B-rich limit lowers $k_\beta$ by about 9%. Equation (1) at the two faces of $\beta$ gives
$$\dot x_1=-\frac{q_\beta}{N_\beta},\qquad \dot x_2=\frac{q_\beta}{N_+-N_\beta}.$$
Subtracting,
$$\dot w_\beta=\dot x_2-\dot x_1=q_\beta\,\frac{N_+}{N_\beta(N_+-N_\beta)} .$$
Insert $q_\beta=D_\beta/w_\beta$, multiply by $w_\beta$, and integrate from zero thickness:
$$k_\beta=\frac{2D_\beta N_+}{N_\beta(N_+-N_\beta)}. \tag{2}$$

The end member already appears in the growth constant. A composition $N_+$ closer to $N_\beta$ needs less B removed per unit thickness converted, so the right face advances faster for the same flux. Equation (2) cannot be followed to $N_+\to N_\beta$, where it diverges: the composition jump must stay large compared with the width of the phase. Otherwise it matters that the true jump is measured from the B-rich limit of $\beta$ and that the layer stores B. For the $\beta$ of the worked case below, 0.01 wide in atom fraction, the exact finite-width solution exceeds (2) by 7% when $N_+-N_\beta$ is three phase widths and by 29% when it is one.

**Two growing layers**

In A|B the interfaces are A/$\beta$, $\beta$/$\gamma$ and $\gamma$/B. With $d=N_\gamma-N_\beta$, equation (1) gives
$$\dot x_1=-\frac{q_\beta}{N_\beta},\qquad
\dot x_2=\frac{q_\beta-q_\gamma}{d},\qquad
\dot x_3=\frac{q_\gamma}{1-N_\gamma}.$$
The layer $\gamma$ draws B from the right and passes it on to $\beta$, but it also grows at the expense of $\beta$. Taking differences and collecting terms,
$$\dot w_\beta=a q_\beta-b q_\gamma,\qquad \dot w_\gamma=c q_\gamma-b q_\beta, \tag{3}$$
$$a=\frac1{N_\beta}+\frac1d=\frac{N_\gamma}{N_\beta d},\quad b=\frac1d,\quad
c=\frac1{1-N_\gamma}+\frac1d=\frac{1-N_\beta}{(1-N_\gamma)d}.$$

For parabolic growth the ratio $r=w_\gamma/w_\beta$ is constant. Then $q_\gamma=D_\gamma/(r w_\beta)$, where $D_\gamma$ is the integrated diffusivity of $\gamma$. Since $w_\beta\dot w_\beta=k_\beta/2$ and $\dot w_\gamma=r\dot w_\beta$, multiplying (3) by $w_\beta$ gives
$$\frac{k_\beta}{2}=aD_\beta-\frac{bD_\gamma}{r},\qquad
\frac{r k_\beta}{2}=\frac{cD_\gamma}{r}-bD_\beta .$$
Multiply the first by $r^2$, the second by $r$, and equate:
$$aD_\beta r^2+b(D_\beta-D_\gamma)r-cD_\gamma=0. \tag{4}$$
The product of the roots is negative, so there is one positive root.

A clearer form of $k_\beta$ follows from conservation of B. Summing (1) over the three interfaces cancels all fluxes:
$$N_\beta\dot x_1+d\,\dot x_2+(1-N_\gamma)\dot x_3=0.$$
Put $\dot x_2=\dot x_1+\dot w_\beta$ and $\dot x_3=\dot x_1+\dot w_\beta+\dot w_\gamma$. The coefficients of $\dot x_1$ add to one, and those of $\dot w_\beta$ to $1-N_\beta$, so
$$-\dot x_1=(1-N_\beta)\dot w_\beta+(1-N_\gamma)\dot w_\gamma
=\dot w_\beta\,[(1-N_\beta)+(1-N_\gamma)r].$$
But $-\dot x_1=q_\beta/N_\beta=D_\beta/(N_\beta w_\beta)$. Therefore
$$k_\beta^{A|B}=\frac{2D_\beta}{N_\beta[(1-N_\beta)+(1-N_\gamma)r]}. \tag{5}$$

Equation (2) with $N_+=N_\gamma$ can be written as
$$k_\beta^{A|\gamma}=\frac{2D_\beta}{N_\beta(1-N_\beta/N_\gamma)} .$$
Because $N_\gamma<1$, we have $1-N_\beta>1-N_\beta/N_\gamma$, and the term in $r$ enlarges the denominator of (5) further. Within this model, $k_\beta$ is smaller in A|B than in A|$\gamma$ for every positive $D_\gamma$, with $D_\beta$ unchanged. The thinner layer does not establish slower transport.

**Slow and fast $\gamma$**

One might expect the two couples to agree when $\gamma$ is so slow that its layer is hardly visible. They do not. For $D_\gamma\to0$, equation (4) gives $r\simeq cD_\gamma/(bD_\beta)\to0$, and (5) becomes
$$k_\beta^{A|B}\to\frac{2D_\beta}{N_\beta(1-N_\beta)} .$$
The flux through $\gamma$ does not vanish with its thickness:
$$q_\gamma=\frac{D_\gamma}{r w_\beta}\to\frac bc\,q_\beta .$$
The layer becomes thin enough to carry this finite flux, whereas in A|$\gamma$ the flux in $\gamma$ is zero.

In the other direction, call the left side of (4) $F$. At its positive root $\partial F/\partial r>0$, while $\partial F/\partial D_\gamma=-(br+c)<0$. Hence $r$ rises with $D_\gamma$, and $k_\beta$ falls. For $D_\gamma\gg D_\beta$, to leading order $r\simeq bD_\gamma/(aD_\beta)$, so $k_\beta$ falls as $1/D_\gamma$. A change in the competing compound can thus alter $k_\beta$ while $\beta$ itself is untouched.

**A worked case**

Take A$_2$B and AB, so $N_\beta=1/3$ and $N_\gamma=1/2$, with $D_\beta=1$ nm²/s, $D_\gamma=0.2$ nm²/s and an anneal of 10 h, or 36000 s. Then $a=9$, $b=6$, $c=8$, and (4) is
$$9r^2+4.8r-1.6=0,\qquad r=0.232.$$
Equation (5) gives
$$k_\beta^{A|B}=\frac{2}{\tfrac13(0.667+0.5\times0.232)}=7.67\ \text{nm}^2/\text{s}.$$
For A|$\gamma$, equation (2) gives $2(1/2)/[(1/3)(1/6)]=18$ nm²/s. For a compact with $N_+=5/12$ it gives 30 nm²/s. In the units often used for diffusion, the three constants are $7.67\times10^{-14}$, $1.80\times10^{-13}$ and $3.00\times10^{-13}$ cm²/s.

The layers of $\beta$ are 525, 805 and 1039 nm thick; A|B also contains 122 nm of $\gamma$. Using the A|$\gamma$ constant for A|B overestimates the thickness by 53% of its A|B value.

The interface speeds show where the difference arises. At equal $w_\beta$, the left face of $\beta$ advances into A at $3D_\beta/w_\beta$ in all three couples. The right face advances at $6D_\beta/w_\beta$ in A|$\gamma$. In A|B it advances at $6(q_\beta-q_\gamma)$, and $q_\gamma/q_\beta=0.2/0.232=0.86$, so little of that advance remains.

As a test, I solved $\partial N/\partial t=\partial^2\phi/\partial x^2$ numerically. The function $\phi(N)$ rises by $D_\beta$ and $D_\gamma$ across phases 0.01 wide in atom fraction and is flat between them. It was the same in all runs; the initial right end member changed, with pure $\gamma$ started at its composition limit with $\beta$. The growth constants exceeded the formulas by 1.1%, 1.6% and 2.7% for A|B, A|$\gamma$ and the compact. The exact error-function solution for the same phase widths exceeds the formulas by 0.8%, 1.5% and 2.6%, so most of the difference comes from the finite phase width and the rest from numerical error.

**What can be transferred**

Equation (5), solved for $D_\beta$ with $k_\beta=w_\beta^2/t$ and $r=w_\gamma/w_\beta$, is
$$D_\beta=\frac{N_\beta w_\beta}{2t}\left[(1-N_\beta)w_\beta+(1-N_\gamma)w_\gamma\right].$$
For the single-layer couples, (2) gives $D_\beta=N_\beta(1-N_\beta/N_+)w_\beta^2/(2t)$. Applied to the numerical growth rates, these relations return 1.01, 1.02 and 1.03 nm²/s, against the input of 1 nm²/s. The author should compare the values of $D_\beta$ obtained in this way from the measured layers of both couples before attributing a difference in thickness to transport.

Transfer fails if the neighbours change. Suppose $\gamma$ does not nucleate and $\beta$ touches B directly. With rough formation energies of $-0.50$ and $-0.45$ eV/atom for $\beta$ and $\gamma$, the common-tangent slopes give $\mu_B-\mu_A$ at each contact:

- A/$\beta$: $-0.50/(1/3)=-1.50$ eV;
- $\beta$/$\gamma$: $0.05/(1/6)=0.30$ eV;
- $\beta$/B: $0.50/(2/3)=0.75$ eV.

The drop across $\beta$ rises from 1.80 to 2.25 eV. If the transport coefficient relating flux to potential gradient is constant, $D_\beta$ rises by the factor 1.25, and $k_\beta=1.25\times9=11.25$ nm²/s. Here both the end-member factor and the integrated diffusivity differ from those in A|$\gamma$. A constant coefficient is a strong assumption: the added 0.45 eV is about $9k_BT$ at 573 K, and point-defect concentrations vary exponentially with the potentials. At the right face $\mu_A$ falls from $-0.60$ to $-0.75$ eV. If the coefficient were proportional to the concentration of A vacancies, the factor would be about 21 at 573 K; for A interstitials it would be 1.0. The value 1.25 therefore illustrates the effect and does not estimate it.

**Relation to nickel silicides**

The compositions correspond to Ni$_2$Si and NiSi, and the parameters are rough choices for growth near 573 K, not measurements. The model takes A to dissolve no B, whereas nickel can dissolve several atomic percent of silicon; nickel that already contains silicon would have different growth constants. The model also leaves out the other nickel silicides. If one of them borders $\beta$, the potential drop across $\beta$ changes, and with it $D_\beta$ and the factor 1.25 found above. The A|B case consumes 411 nm of A, far more than a film tens of nanometres thick could supply. In thin nickel films on silicon, NiSi can appear only after Ni$_2$Si has consumed the nickel, so simultaneous growth cannot be taken for granted. Complete absence of $\gamma$ would raise the model's $k_\beta$ from 7.67 to 9 nm²/s at unchanged $D_\beta$, to 11.25 nm²/s for a constant transport coefficient, and much further if the defects that carry the flux multiply near the contact with B.

A finite interface rate can also delay $\gamma$. If its flux at zero thickness cannot exceed 0.01 nm/s, (3) allows growth of $\gamma$ once $8\times0.01>6D_\beta/w_\beta$, or $w_\beta>75$ nm. To follow the growth further, put the interface resistance in series with that of the layer: $q_\gamma=D_\gamma/(w_\gamma+D_\gamma/q_{\max})$ with $q_{\max}=0.01$ nm/s. With $D_\beta$ held fixed during the delay, when $\beta$ grows alone with $k_\beta=9$ nm²/s, integrating (3) from $w_\beta=75$ nm gives the 10 h thicknesses, which become 526 nm of $\beta$ and 102 nm of $\gamma$: the delay matters for a thin film but hardly changes the thick $\beta$ layer.

Unequal atomic volumes have a small effect here. With fluxes counted relative to the mean motion of atoms, $D_\gamma$ in the equation for $\dot w_\beta$ is multiplied by the ratio of the volumes per atom of $\beta$ and $\gamma$, and $D_\beta$ in the equation for $\dot w_\gamma$ by the inverse ratio. Rough values of 0.011 and 0.012 nm³ raise $k_\beta$ in A|B by 2.2%; equation (2) for A|$\gamma$ is unchanged. In the relation that recovers $D_\beta$ from A|B thicknesses, $w_\gamma$ must be multiplied by the same volume ratio of $\beta$ to $\gamma$; omitting it gives a $D_\beta$ 1.2% too high here.

Temperature control deserves equal care. For an assumed activation energy of 1.5 eV, an increase of about 17 K at 573 K would multiply a growth constant by 2.35, the same factor as replacing B by $\gamma$. A growth constant reported without its end members leaves these two explanations unresolved.

## Computed values

```
N of beta, gamma, compact: 0.3333, 0.5000, 0.4167
D_B, D_G: 1.00, 0.20 nm^2/s
D_B converted: 1.00e-14 cm^2/s
anneal: 10 h = 36000 s
coefficients a, b, c: 9.000, 6.000, 8.000
A|B thickness ratio r: 0.2322
A|B: k beta 7.665 nm^2/s = 7.665e-14 cm^2/s
A|B: beta thickness 525.3 nm, A consumed 411.2 nm
A|B: direct k 7.751 nm^2/s, off formula +1.1 %
A|B: D_B recovered from direct run 1.010 nm^2/s
A|gamma: k beta 18.000 nm^2/s = 1.800e-13 cm^2/s
A|gamma: beta thickness 805.0 nm, A consumed 268.3 nm
A|gamma: direct k 18.280 nm^2/s, off formula +1.6 %
A|gamma: D_B recovered from direct run 1.016 nm^2/s
A|compact: k beta 30.000 nm^2/s = 3.000e-13 cm^2/s
A|compact: beta thickness 1039.2 nm, A consumed 207.8 nm
A|compact: direct k 30.795 nm^2/s, off formula +2.7 %
A|compact: D_B recovered from direct run 1.027 nm^2/s
A|B: gamma thickness 122.0 nm
A|B: direct thickness ratio 0.2303
k ratio A|gamma to A|B: 2.348
k ratio A|compact to A|B: 3.914
thickness error if k of A|gamma is used for A|B: 53.2 %
A|B limit D_G -> 0: k beta 9.000 nm^2/s
A|B, D_G 0.002 nm^2/s: k beta 8.982 nm^2/s, r 0.0027
A|B, D_G 0.02 nm^2/s: k beta 8.827 nm^2/s, r 0.0262
A|B, D_G 0.2 nm^2/s: k beta 7.665 nm^2/s, r 0.2322
A|B, D_G 2 nm^2/s: k beta 3.946 nm^2/s, r 1.7077
A|B, D_G 20 nm^2/s: k beta 0.786 nm^2/s, r 13.9418
phase width in direct runs: 0.010 atom fraction
volumes per atom beta, gamma: 0.011, 0.012 nm^3
A|B with these volumes: k beta 7.834 nm^2/s, r 0.2164
volume change of k beta: +2.2 %
gamma barrier flux limit: 0.010 nm/s
gamma absent until beta is 75.0 nm, at 625 s
with barrier after anneal: beta 526.4 nm, gamma 102.2 nm
formation energies beta, gamma: -0.50, -0.45 eV/atom
potential drop with gamma: 1.800 eV
potential drop without gamma: 2.250 eV
D_B factor without gamma, constant transport: 1.250
k beta without gamma, changed D_B: 11.250 nm^2/s
temperature, activation energy: 573 K, 1.50 eV
temperature rise mimicking A|B -> A|gamma: 16.6 K
```
